# Pockels coefficients of free, clamped and bonded electro-optic crystals, part 2

A slowly varying field $E$ changes the relative optical impermeability $B$ of a crystal, the inverse of its relative permittivity tensor at the optical frequency. The Pockels coefficient is $r^T=\partial B/\partial E$ at constant stress $T$ (free crystal) or $r^S=\partial B/\partial E$ at constant strain $S$ (clamped crystal). The crystal is lossless, non-magnetic and without optical activity, and the temperature is fixed.

Voigt indices 1 to 6 stand for the pairs 11, 22, 33, 23, 13, 12. Shear strains are engineering shears, such as $S_5=2S_{13}$, and $d$ carries the same factor of two; $p$ and $r$ carry none. Repeated indices are summed, $t$ denotes the transpose, and tensile stress is positive.

$P$ is the polarization, counted as charge per original area of a face that moves with the material, and $D=\varepsilon_0E+P$. The permittivities at constant strain and constant stress are $\varepsilon^S$ and $\varepsilon^T$, and $C^E$ is the stiffness at constant field. Further, $d$ is $\partial S/\partial E$ at constant $T$, $e$ is $\partial P/\partial S$ at constant $E$, and the photoelastic tensors $p^E$ and $p^D$ are $\partial B/\partial S$ at constant $E$ and constant $D$. The free energy $F$ per original volume obeys $dF=T_{lm}dS_{lm}+E_kdP_k$.

With $E$ and $S$ as variables, $dB=r^SdE+p^EdS$. In a free crystal every stress component vanishes and the field sets the strain, which gives the identity

$$r^T=r^S+p^Ed^{\,t},\qquad p^D=p^E-r^S(\varepsilon^S)^{-1}e,$$

where the second relation converts between the photoelastic tensors. The identity holds in axes that turn with the material. In laboratory axes the rotation of the material must be added, which matters for a film.

**Q.** Can you show a crystal in which the free coefficient is found without using the identity?

**A.** Take a model ferroelectric with round parameters; it represents no particular material. Its free energy per volume is

$$F=L(P)+\tfrac12\,[S-s(P)]^{t}\,C\,[S-s(P)],$$

$$L=\tfrac{\alpha}{2}\sum_iP_i^2+\tfrac{\beta}{4}\sum_iP_i^4+\tfrac{\gamma}{2}\left(P_1^2P_2^2+P_2^2P_3^2+P_1^2P_3^2\right).$$

The electrostrictive strain is $s=Q\,\Pi$ with $\Pi=(P_1^2,P_2^2,P_3^2,P_2P_3,P_1P_3,P_1P_2)$. In this model $S$ is measured from the unpolarized cubic state; in the small-strain geometry used here, derivatives are unaffected by that choice. The optical rule is

$$B_m=B_0\,(1,1,1,0,0,0)_m+g_{mn}\Pi_n+p^P_{mn}S_n ,$$

where $p^P$ is the photoelastic tensor at fixed polarization. The matrices $C$, $Q$, $g$ and $p^P$ have cubic form. I use $\alpha=-5\times10^8$, $\beta=8\times10^9$ and $\gamma=1.2\times10^{10}$ in SI units, and

- $C_{11},C_{12},C_{44}=200,\,100,\,100$ GPa;
- $Q_{11},Q_{12},Q_{44}=0.10,\,-0.04,\,0.05$ m$^4$/C$^2$;
- $g_{11},g_{12},g_{44}=0.12,\,0.02,\,0.08$ m$^4$/C$^2$;
- $p^P_{11},p^P_{12},p^P_{44}=0.15,\,0.10,\,0.05$, and $B_0=0.20$.

**Q.** What does the free crystal do?

**A.** The derivatives of $F$ are

$$T=C\,[S-s(P)],\qquad E_i=\frac{\partial L}{\partial P_i}-T_n\frac{\partial s_n}{\partial P_i}.$$

At $T=0$ we have $S=s(P)$ and $E_i=\partial L/\partial P_i$. With the polarization along axis 3, zero field requires $\alpha P_3+\beta P_3^3=0$, so $P_3=\sqrt{-\alpha/\beta}=0.25$ C/m$^2$. The inverse susceptibility along 3 is $\alpha+3\beta P_3^2=-2\alpha=10^9$ m/F, hence $\chi^T_{33}=10^{-9}$ F/m. Differentiating $S=s(P)$ gives

$$d_{33}=2Q_{11}P_3\chi^T_{33}=50\ \text{pm/V},\qquad d_{31}=2Q_{12}P_3\chi^T_{33}=-20\ \text{pm/V}.$$

The optical rule then gives the free coefficient directly:

$$r^T_{33}=2g_{11}P_3\chi^T_{33}+2p^P_{12}d_{31}+p^P_{11}d_{33}=60-4+7.5=63.5\ \text{pm/V}.$$

**Q.** And the same crystal with its shape held?

**A.** Let $w=\partial s/\partial P_3=2P_3(Q_{12},Q_{12},Q_{11})=(-0.02,-0.02,0.05)$ m$^2$/C in the first three components. Differentiate $E_3$ at fixed $S$. Since $dT=-Cw\,dP_3$, and the term with $\partial w/\partial P_3$ is multiplied by $T=0$,

$$\frac{1}{\chi^S_{33}}=\frac{1}{\chi^T_{33}}+w^tCw .$$

The product $Cw$ has components $(-1,-1,6)$ in units of $10^9$ V/m, so $w^tCw=(0.02+0.02+0.30)\times10^9=0.34\times10^9$ m/F. Thus $\chi^S_{33}=1/(1.34\times10^9)=0.746\times10^{-9}$ F/m. Holding the shape makes the polarization stiffer. With no strain change,

$$r^S_{33}=2g_{11}P_3\chi^S_{33}=0.06\times0.746\times10^{-9}=44.8\ \text{pm/V}.$$

**Q.** The difference is 18.7 pm/V, but the strain terms you wrote for the free crystal add up to only 3.5. The identity seems to fail.

**A.** Those terms used $p^P$. The identity asks for $p^E$, which lets the polarization respond to strain. At $E_3=0$, the differential of the field equation is $0=dP_3/\chi^S_{33}-(Cw)^tdS$, so

$$e_{3n}=\chi^S_{33}(Cw)_n:\qquad e_{33}=4.48,\quad e_{31}=-0.746\ \text{C/m}^2 .$$

Adding the optical effect of this polarization gives

$$p^E_{33}=p^P_{11}+2g_{11}P_3e_{33}=0.15+0.06\times4.48=0.419,$$

$$p^E_{31}=p^P_{12}+2g_{11}P_3e_{31}=0.10-0.06\times0.746=0.055 .$$

The axes 1 and 2 contribute equally, and the contraction is

$$2p^E_{31}d_{31}+p^E_{33}d_{33}=-2.21+20.93=18.72\ \text{pm/V}.$$

Added to 44.78 this gives 63.50 pm/V, the value found directly. Most of the difference in this model comes from polarization released by the strain, not from strain at fixed polarization. The sign of the difference is not fixed: with $p^P_{11}=-0.5$ and all else unchanged, the free value would be $60-4-25=31$ pm/V, below the clamped 44.8.

The numerical output confirms the whole tensor in a different way. The nonlinear equilibrium was solved separately for fields on the free crystal, fields on the clamped crystal, strains in short circuit and stresses in short circuit. The tensors differentiated from these four sets satisfy the identity with a largest mismatch of $4.3\times10^{-6}$ pm/V.

**Q.** What would constant-$D$ data have done here?

**A.** The relative permittivities are $\varepsilon^S_{33}/\varepsilon_0=85.3$ and $\varepsilon^T_{33}/\varepsilon_0=113.9$. The output gives $p^D_{33}=0.153$ and $p^D_{31}=0.0995$, close to the fixed-polarization values 0.15 and 0.10. The reason is simple. At constant $D$, $dE_3=-dP_3/\varepsilon_0$, so

$$dP_3=-\frac{\chi^S_{33}}{\varepsilon_0}dP_3+e_{3n}dS_n
\quad\Rightarrow\quad dP_3=\frac{\varepsilon_0}{\varepsilon^S_{33}}\,e_{3n}dS_n .$$

The polarization responds 85 times less than in short circuit. Using $p^D$ in place of $p^E$ gives $r_{33}=48.5$ pm/V, which is 24% below the correct free value.

**Q.** My device is a thin film on a thick substrate. Is it free or clamped?

**A.** Neither, at low frequency. Let the film normal be axis 3 and the substrate rigid. Suppose also that the film was bonded in the natural shape of the free polarized crystal, so that there is no misfit stress. Let the film be much wider than it is thick, and let the charge that screens the spontaneous polarization move with the upper face. The bond then fixes the in-plane strains, and the upper face carries no traction:

$$dS_1=dS_2=dS_6=0,\qquad dT_3=dT_4=dT_5=0 .$$

We need the stress as a function of $E$ and $S$. The potential $H=F-E_kP_k$ has $dH=T_ndS_n-P_kdE_k$, so equality of its mixed derivatives gives $(\partial T_n/\partial E_k)_S=-e_{kn}$. Hence

$$dT_a=\sum_bC^E_{ab}\,dS_b-e_{ka}\,dE_k .$$

For $a$ in $\{3,4,5\}$ the left side vanishes, and the sum over $b$ reduces to $\{3,4,5\}$ because the other strains are fixed. Inverting this $3\times3$ block of $C^E$ gives

$$\frac{dS_a}{dE_k}=\sum_{b}\left[(C^E)^{-1}\right]_{ab}e_{kb},\qquad
r^{\text{film}}_{mk}=r^S_{mk}+\sum_{a}p^E_{ma}\frac{dS_a}{dE_k},$$

with $a$ and $b$ in $\{3,4,5\}$. The block is cut out first and inverted afterwards; a block of the full compliance matrix would describe another condition.

**Q.** Put in the numbers for a field along the normal.

**A.** The crystal has fourfold symmetry about axis 3, so this field produces no shear and $C^E_{34}=C^E_{35}=0$. We need $C^E_{33}$. From $dT=C\,dS-Cw\,dP_3$ and $dP_3=\chi^S_{33}(Cw)^tdS$,

$$C^E_{33}=C_{11}-\chi^S_{33}(Cw)_3^2=200-26.9=173.1\ \text{GPa}.$$

The thickness strain per field is $e_{33}/C^E_{33}=4.478/(173.1\times10^9)=25.9$ pm/V, about half of $d_{33}$. Therefore

$$r^{\text{film}}_{33}=44.78+0.4187\times25.86=55.6\ \text{pm/V}.$$

This lies between the clamped 44.8 and the free 63.5.

**Q.** So the film value is a compromise between the two limits?

**A.** Not in general. Consider $r_{13}$, which governs light polarized in the plane with the field along the normal. Its clamped value is 7.46 pm/V. With $p^E_{11}=0.1425$, $p^E_{12}=0.0925$ and $p^E_{13}=0.1448$,

$$r^T_{13}=7.46+(0.1425+0.0925)(-20)+0.1448\times50=10.0\ \text{pm/V},$$

$$r^{\text{film}}_{13}=7.46+0.1448\times25.86=11.2\ \text{pm/V}.$$

The film value is above both limits. In the free crystal the in-plane contraction contributes $-4.70$ pm/V and the thickness strain $+7.24$. The bond removes the whole negative part but reduces the positive part only to $+3.74$. An average of the free and clamped coefficients would miss this. The result belongs to the wide film. A narrow ridge that relaxes across its width, with $dT_1=0$ in place of $dS_1=0$, is a different condition; the model then gives $r_{13}=9.8$ and $r_{33}=60.6$ pm/V.

**Q.** What about a field in the plane, along axis 1?

**A.** Mirror symmetry limits the response. Under $x_1\to-x_1$ the field changes sign, so it can drive only strains that change sign too, namely $S_5$ and $S_6$. Under $x_2\to-x_2$ the field is unchanged but $S_6$ changes sign, so $S_6$ is excluded. That leaves $S_5$, which the bond does not restrain. The free crystal's response already meets the film conditions, and the two coefficients agree:

$$r^{\text{film}}_{51}=r^T_{51}=r^S_{51}+p^E_{55}d_{15}=75.29+0.1441\times50=82.5\ \text{pm/V}.$$

**Q.** You promised to return to rotation. Does the film turn?

**A.** Its material axes do. Points on the bonded face cannot move, and in a uniform deformation this makes all derivatives along 1 and 2 vanish. The shear is thus $S_5=\partial u_1/\partial x_3$ alone. Its antisymmetric part is a rotation

$$\omega_{13}=\tfrac12\left(\frac{\partial u_1}{\partial x_3}-\frac{\partial u_3}{\partial x_1}\right)=\frac{S_5}{2}.$$

The rotation matrix is $R=1+\omega$ to first order, with $\omega^t=-\omega$. In laboratory axes $B$ becomes $RBR^t=B+\omega B-B\omega$. For a diagonal starting tensor the 13 component of the change is

$$\omega_{13}B_3-B_1\omega_{13}=\tfrac12(B_3-B_1)S_5 .$$

Here $B_3-B_1=0.00669$ and $S_5/E_1=50$ pm/V, so the term is 0.17 pm/V and the laboratory value is 82.7 pm/V. It is 0.2% of $r_{51}$ in this weakly birefringent model. At this level the screening assumption matters: if the screening charge did not move with the upper face, the field would exert a shear traction of up to $P_3E_1$ on it, adding up to $P_3/C^E_{55}=2.7$ pm/V to $S_5/E_1$ and 0.38 pm/V to $r_{51}$, with $C^E_{55}=94$ GPa. For a given shear strain it is proportional to $B_3-B_1$, and it vanishes in an optically isotropic crystal. A test with the full rotation matrix, taken from the polar decomposition of the deformation, agrees with this first-order term.

**Q.** What would I see as a change of refractive index?

**A.** For light polarized along 3 and travelling in the plane, with the field along 3, symmetry keeps $B$ diagonal and $n_3=B_3^{-1/2}$. Differentiation gives

$$\Delta n_3=-\tfrac12B_3^{-3/2}\,\Delta B_3=-\tfrac12n_3^3\,r_{33}E_3 .$$

With $n_3=2.193$ and $E_3=1$ MV/m, the prefactor $\tfrac12n_3^3$ is 5.27. To first order in the field, the index changes are

- clamped: $-2.36\times10^{-4}$;
- bonded film: $-2.93\times10^{-4}$;
- free: $-3.35\times10^{-4}$.

Predicting the film from the free coefficient would overstate the magnitude of its index change by 14% of the film value.

**Q.** If I measure the free crystal by its optical phase, do I obtain $r^T_{33}$ straight away?

**A.** Not quite, because the crystal also changes length. Let light cross a length $\ell$ along axis 1, with air outside and the total distance fixed. The optical path contains $n_3\ell$ inside and loses $\ell$ outside, so its change per length is

$$\Delta n_3+(n_3-1)S_1 .$$

At 1 MV/m, $S_1=d_{31}E_3=-2.0\times10^{-5}$, and the second term is $1.193\times(-2.0\times10^{-5})=-2.4\times10^{-5}$. That is 7% of $\Delta n_3$ and has the same sign. It must be subtracted before $r^T_{33}$ is read off. In the ideal bonded film $S_1=0$, and this correction is absent.

**Q.** How much of all this depends on your model?

**A.** The numbers do; the relations between tensors do not depend on its particular energy. The model prescribes $B(P,S)$ instead of computing it from electrons, uses small-strain geometry, and has a single domain at a fixed temperature. A real film may have misfit strain, which changes $P_3$ and with it the tensors $r$, $d$ and $e$. One must then take the derivatives about the strained state. The film formula survives if its tensors are evaluated there and the strains remain small, but tensors measured on a free crystal no longer suffice.

## Numbers as computed

```
Landau alpha: -5.00e+08 J m/C^2
Landau beta: 8.00e+09 J m^5/C^4
Landau gamma: 1.20e+10 J m^5/C^4
stiffness C11, C12, C44 at fixed P: 200.00, 100.00, 100.00 GPa
electrostriction Q11, Q12, Q44: 0.10, -0.04, 0.05 m^4/C^2
polarization-optic g11, g12, g44: 0.12, 0.02, 0.08 m^4/C^2
strain-optic p11, p12, p44 at fixed P: 0.15, 0.10, 0.05 (dimensionless)
cubic impermeability B0: 0.20 (dimensionless)
spontaneous polarization: 0.250 C/m^2
refractive index n1: 2.2291 (dimensionless)
refractive index n3: 2.1930 (dimensionless)
B3 - B1: 0.00669 (dimensionless)
d31: -20.00 pm/V
d33: 50.00 pm/V
d15: 50.00 pm/V
p13 at constant E: 0.1448 (dimensionless)
p11 at constant E: 0.1425 (dimensionless)
p12 at constant E: 0.0925 (dimensionless)
p31 at constant E: 0.0552 (dimensionless)
p33 at constant E: 0.4187 (dimensionless)
p55 at constant E: 0.1441 (dimensionless)
r13 clamped, film, free: 7.46, 11.21, 10.00 pm/V
r13 contraction p_E d: 2.54 pm/V
r33 clamped, film, free: 44.78, 55.60, 63.50 pm/V
r33 contraction p_E d: 18.72 pm/V
r51 clamped, film, free: 75.29, 82.50, 82.50 pm/V
r51 contraction p_E d: 7.21 pm/V
r33 part 2 p31 d31: -2.21 pm/V
r33 part p33 d33: 20.93 pm/V
p31 at constant D: 0.0995 (dimensionless)
p33 at constant D: 0.1532 (dimensionless)
r33 wrongly built with constant-D p: 48.45 pm/V
relative permittivity 33, free: 113.9 
relative permittivity 33, clamped: 85.3 
e33: 4.478 C/m^2
C33 at constant E: 173.13 GPa
film strain S3 per field E3: 25.86 pm/V
film strain S5 per field E1: 50.00 pm/V
film rotation term in r51: 0.167 pm/V
film r51 in laboratory axes: 82.67 pm/V
example field along 3: 1.0 MV/m
index change of n3, free: -3.348e-04 (dimensionless)
index change of n3, clamped: -2.361e-04 (dimensionless)
index change of n3, film: -2.932e-04 (dimensionless)
largest mismatch in main identity: 4.3e-06 pm/V
```
